# Steady Heat Flux in an Infinite Gray Medium: the E3 Kernel

## A uniform temperature gradient

Consider phonons that all have the same speed $v$ and the same relaxation time $\tau$, so that their mean free path is $\Lambda=v\tau$. This is called the gray model. The medium is infinite and isotropic, the state is steady, and everything varies along $x$ alone. Let $\mu$ be the cosine of the angle between a phonon's direction and the $x$ axis. Temperatures are measured from a fixed base value, and deviations are small enough for the heat capacity per volume $C$ to be constant. The energy density per unit solid angle is written $C\phi(x,\mu)/4\pi$, so that $\phi$ has the unit of temperature. The energy temperature $T$ and the heat flux $q$ are

$$T=\frac12\int_{-1}^{1}\phi\,d\mu,\qquad q=\frac{Cv}{2}\int_{-1}^{1}\mu\,\phi\,d\mu. \tag{1}$$

Without heating, scattering drives $\phi$ towards $T$ in the time $\tau$, and the transport equation is $\mu\Lambda\,\partial\phi/\partial x=T-\phi$. For a linear profile $T=Gx$, try

$$\phi(x,\mu)=G\,(x-\mu\Lambda). \tag{2}$$

The left side of the transport equation is then $\mu\Lambda G$, and so is $T-\phi$. The angular mean of (2) is $Gx$, as required. The flux is

$$q=\frac{Cv}{2}\int_{-1}^{1}\mu\,(Gx-\mu\Lambda G)\,d\mu=-\frac{Cv\Lambda}{3}\,G=-kG,\qquad k=\frac{Cv\Lambda}{3}. \tag{3}$$

This is Fourier's law. Equation (2) says that a phonon carries the temperature of a place one mean free path behind it. If the gradient changes over such a distance, the flux must depend on the gradient in a whole neighbourhood.

In an infinite medium, however, a gradient that varies in space needs heating, and heating changes the temperature on which the flux depends.

## Transport with heating

Let $Q(x)$ be the power supplied per volume, negative where heat is removed, and let it enter all directions equally. The energy balance for each direction is

$$v\mu\,\frac{\partial}{\partial x}\frac{C\phi}{4\pi}=\frac{C}{4\pi}\frac{T-\phi}{\tau}+\frac{Q}{4\pi}. \tag{4}$$

Multiplication by $4\pi\tau/C$ gives

$$\mu\Lambda\,\frac{\partial\phi}{\partial x}=\Theta-\phi,\qquad \Theta=T+\frac{\tau Q}{C}. \tag{5}$$

The quantity $\Theta$ will be called the emission temperature. Scattering sends out phonon energy at the rate $CT/\tau$ per volume, and heating adds $Q$; the sum is $C\Theta/\tau$.

Averaging (4) over angle removes the scattering term, because the mean of $\phi$ is $T$. With (1), what remains after multiplication by $4\pi$ is

$$\frac{dq}{dx}=Q. \tag{6}$$

## From directions to the convolution

Take $\mu>0$ first. Multiplying (5) by $e^{x/(\mu\Lambda)}/(\mu\Lambda)$ turns it into

$$\frac{\partial}{\partial x}\left[e^{x/(\mu\Lambda)}\phi\right]=\frac{e^{x/(\mu\Lambda)}}{\mu\Lambda}\,\Theta(x). \tag{7}$$

The solution of the homogeneous equation is proportional to $e^{-x/(\mu\Lambda)}$ and grows without limit as $x\to-\infty$. Assume that $\Theta$ and $\phi$ grow no faster than $e^{\alpha|x|/\Lambda}$ with some $\alpha<1$. This excludes the homogeneous solution and makes the integrals below converge. Integrating (7) from $-\infty$ to $x$ gives

$$\phi(x,\mu)=\int_{-\infty}^{x}\Theta(x')\,e^{-(x-x')/(\mu\Lambda)}\,\frac{dx'}{\mu\Lambda}\qquad(\mu>0). \tag{8}$$

For $\mu=-\nu<0$ the phonons come from the right, and the same argument gives

$$\phi(x,-\nu)=\int_{x}^{\infty}\Theta(x')\,e^{-(x'-x)/(\nu\Lambda)}\,\frac{dx'}{\nu\Lambda}. \tag{9}$$

The angular integrals are exponential integrals, defined for $s\ge0$ and $n\ge2$ by

$$E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}\,d\mu. \tag{10}$$

Differentiation under the integral gives $E_n'=-E_{n-1}$ for $n\ge3$, and setting $s=0$ gives $E_n(0)=1/(n-1)$.

In the flux (1), the factor $\mu$ cancels the $1/\mu$ in (8), leaving $\int_0^1e^{-s/\mu}d\mu=E_2(s)$. The left-going half has the same form with a minus sign, since $\mu=-\nu$. Hence

$$q(x)=\frac{Cv}{2\Lambda}\left[\int_{-\infty}^{x}\Theta(x')E_2\!\left(\frac{x-x'}{\Lambda}\right)dx'-\int_x^{\infty}\Theta(x')E_2\!\left(\frac{x'-x}{\Lambda}\right)dx'\right]. \tag{11}$$

To bring in the gradient, integrate by parts. On the left of $x$, the chain rule gives $dE_3((x-x')/\Lambda)/dx'=+E_2/\Lambda$. Therefore

$$\frac1\Lambda\int_{-\infty}^{x}\Theta E_2\,dx'=\frac{\Theta(x)}2-\int_{-\infty}^{x}\Theta'(x')\,E_3\!\left(\frac{x-x'}{\Lambda}\right)dx'. \tag{12}$$

The boundary term at $x$ uses $E_3(0)=1/2$. The one at $-\infty$ vanishes because $E_3(s)\le e^{-s}/2$, which outweighs the permitted growth of $\Theta$. On the right of $x$ the derivative has the opposite sign, so that

$$-\frac1\Lambda\int_{x}^{\infty}\Theta E_2\,dx'=-\frac{\Theta(x)}2-\int_x^{\infty}\Theta'(x')\,E_3\!\left(\frac{x'-x}{\Lambda}\right)dx'. \tag{13}$$

The local terms cancel in the sum. With $Cv=3k/\Lambda$ from (3), the result is

$$q(x)=-k\int_{-\infty}^{\infty}K(x-x')\,\frac{d\Theta}{dx'}\,dx',\qquad K(x)=\frac{3}{2\Lambda}\,E_3\!\left(\frac{|x|}{\Lambda}\right). \tag{14}$$

The flux is thus the convolution of a temperature gradient with a third-order exponential integral, provided that the temperature is $\Theta$. If $Q$ is uniform throughout the medium, $\Theta'=T'$ and the same law holds with $T$.

A numerical case without symmetry tests (14). For $\Theta=\tanh(x/\Lambda)+0.4\,e^{-(x/\Lambda-0.5)^2}$ in kelvin, integrating (5) direction by direction gives $q/(Cv)=-0.2463472$ K at $x=-0.5\Lambda$ and $-0.1592999$ K at $x=0.7\Lambda$. The convolution gives the same digits.

## Reading the kernel

The area under $K$ is $3\int_0^\infty E_3\,ds=3E_4(0)=1$, so a uniform gradient returns (3). The part of the area within a distance $d$ on either side is

$$3\int_0^{d/\Lambda}E_3(s)\,ds=1-3E_4(d/\Lambda). \tag{15}$$

For $d=\Lambda$ this is 0.742. In a uniform gradient, about a quarter of the flux is therefore due to gradients more than one mean free path away. The mean square range follows from (10) and $\int_0^\infty s^2e^{-s/\mu}ds=2\mu^3$:

$$\int_{-\infty}^{\infty}x^2K\,dx=3\Lambda^2\int_0^1\mu\,(2\mu^3)\,d\mu=\frac65\Lambda^2. \tag{16}$$

A step $\Delta\Theta$ at $x=0$ shows the kernel directly. Its gradient is $\Delta\Theta\,\delta(x)$, so (14) gives $q(x)=-k\,\Delta\Theta\,K(x)$. At the step, $K(0)=3/(4\Lambda)$ and

$$q(0)=-\frac{Cv}{4}\,\Delta\Theta. \tag{17}$$

This is the difference between two opposed one-way fluxes: a uniform $\phi$ filling one hemisphere carries $(Cv/2)\,\phi\int_0^1\mu\,d\mu=Cv\phi/4$. The mean free path has dropped out, as it should for phonons that reach the step from both sides with their own emission temperatures. One mean free path away, $\Lambda K$ has fallen from 0.750 to 0.165. By (6), this decay of the flux requires heating on the hot side and cooling on the cold side. The step in $\Theta$ is maintained by that heat supply.

## Periodic profiles and the energy temperature

To express the flux through $T$, take all quantities proportional to $e^{i\xi x}$, mark their amplitudes by a hat, and set $\eta=\xi\Lambda>0$. Equation (5) becomes $(1+i\eta\mu)\hat\phi=\hat\Theta$. In its angular mean, the imaginary part is odd in $\mu$ and vanishes:

$$\hat T=\frac{\hat\Theta}{2}\int_{-1}^{1}\frac{d\mu}{1+i\eta\mu}=\hat\Theta\int_0^1\frac{d\mu}{1+\eta^2\mu^2}=a\,\hat\Theta,\qquad a=\frac{\arctan\eta}{\eta}. \tag{18}$$

The transform of the kernel follows from (10) and $\int_0^\infty e^{-s/\mu}\cos(\eta s)\,ds=\mu/(1+\eta^2\mu^2)$:

$$\hat K=3\int_0^\infty E_3(s)\cos(\eta s)\,ds=3\int_0^1\frac{\mu^2\,d\mu}{1+\eta^2\mu^2}=\frac{3}{\eta^2}(1-a). \tag{19}$$

The last step uses $\eta^2\mu^2/(1+\eta^2\mu^2)=1-1/(1+\eta^2\mu^2)$. Equation (14) now reads $\hat q=-ik\xi\hat K\hat\Theta$. Replacing $\hat\Theta$ by $\hat T/a$ gives

$$\hat q=-ik\xi\,R\,\hat T,\qquad R=\frac{\hat K}{a}=\frac{3}{\eta^2}\left(\frac{\eta}{\arctan\eta}-1\right). \tag{20}$$

The gradient of $T$ is therefore also related to the flux by a convolution, but with a different kernel, whose transform is $R$. Inserting $T$ into the E3 law would give only the fraction $a$ of the true flux.

**No heating.** If $Q=0$, then $\Theta=T$ and (18) requires $(1-a)\hat T=0$. By (19) this is $\eta^2\hat K\hat T/3=0$. Since $\arctan\eta<\eta$ for $\eta>0$, $\hat K$ is positive there; at $\eta=0$ it equals 1. Dividing by it leaves $\xi^2\hat T=0$, which means $T''=0$. Among profiles that grow no faster than a power of $|x|$, a source-free infinite medium thus permits only the linear one of the opening section. This is why the difference between $\Theta$ and $T$ cannot be avoided: in an infinite medium, the flux departs from Fourier's law only if heat is supplied or removed somewhere. Because the kernel spreads over distances of the order of $\Lambda$, the departure also reaches nearby places that are not heated themselves.

**Long periods.** For small $\eta$, $a=1-\eta^2/3+\eta^4/5-\dots$, and therefore

$$\hat K=1-\frac35\eta^2+\dots,\qquad R=\left(1-\frac35\eta^2\right)\left(1+\frac13\eta^2\right)+\dots=1-\frac{4}{15}\eta^2+\dots \tag{21}$$

Both laws approach Fourier's, but the first correction to the law for $T$ is less than half as large.

**Short periods.** For large $\eta$, $\arctan\eta\to\pi/2$, so that $\hat K\to3/\eta^2$ while $R\to6/(\pi\eta)$. At $\eta=50$ the computed $R$ is 0.0375, against 0.0382 from the limiting form. The temperature amplitude under heating of amplitude $Q_0$ follows from (6) and (20):

$$T_0=\frac{Q_0}{k\xi^2R}\;\to\;\frac{\pi\Lambda Q_0}{6k\xi}=\frac{\pi Q_0}{2Cv\xi}. \tag{22}$$

The relaxation time has dropped out, but not because all phonons escape unscattered. By (18), the directions with $|\mu|<1/\eta$ supply the share $(\pi/4)/\arctan\eta\to1/2$ of the temperature amplitude. These phonons run nearly parallel to the strips and advance along $x$ by less than $1/\xi$ per mean free path. The energy they store is proportional to $\tau$, and their share of all directions, $1/\eta$, is proportional to $1/\tau$, so the product is independent of $\tau$. The flux is carried by the other directions: at $\eta=50$ the grazing ones supply 51% of $T_0$ but only 0.4% of the flux.

## A heating pattern of one micrometre

Take $C=1.0$ MJ/(m³ K), $v=1800$ m/s and $\Lambda=250$ nm. Then $\tau=\Lambda/v=139$ ps, and (3) gives

$$k=\frac{(1.0\times10^6)(1800)(250\times10^{-9})}{3}=150\ \mathrm{W/(m\,K)}.$$

The medium is heated and cooled by $Q_0\cos(2\pi x/L)$ with $L=1000$ nm and $Q_0=10$ mW/µm³, or $10^{16}$ W/m³, around a base temperature of 300 K. No mean gradient is imposed. The cooling half of this pattern is an idealisation. A real heater supplies $Q_0[1+\cos(2\pi x/L)]$, and the example describes only the periodic part. The uniform part must be conducted away: by Fourier's law it would raise the centre of a slab of width $W$ with fixed face temperatures by $Q_0W^2/(8k)$, about 830 K for $W=10$ µm. In such a sample the small-deviation assumption needs a much smaller $Q_0$; the temperature and flux amplitudes below scale in proportion to $Q_0$, and the ratios do not change.

Here $\eta=2\pi\Lambda/L=1.571$ and $a=0.639$. From (19) and (20),

$$\hat K=\frac{3(1-0.6391)}{1.5708^2}=0.439,\qquad R=\frac{0.4388}{0.6391}=0.687.$$

Fourier's law predicts a temperature amplitude $Q_0/(k\xi^2)=1.69$ K. The transport result is $T_0=1.689/0.6866=2.46$ K, so Fourier's value is 31% below the gray-model amplitude. Equivalently, the conductivity in the law for $T$ is reduced from 150 to 103 W/(m K) at this period.

The emission temperature has the amplitude

$$\Theta_0=T_0+\frac{\tau Q_0}{C}=2.459+1.389=3.85\ \mathrm{K}.$$

More than a third of it is the direct contribution of heating. By (6), the flux amplitude is $Q_0/\xi=1.59$ mW/µm² ($1.59\times10^9$ W/m²), whatever the transport law. Convolving the gradient of $\Theta$ with the E3 kernel reproduces this value. Using the gradient of $T$ instead gives 1.02 mW/µm², which is too small by the factor $a=0.639$ and violates the energy balance (6).

With the material parameters held fixed, the two transforms vary with the period as follows.

| $L$ (nm) | $\hat K$ | $R$ |
|---:|---:|---:|
| 10000 | 0.9855 | 0.9935 |
| 3000 | 0.8621 | 0.9358 |
| 1000 | 0.4388 | 0.6866 |
| 300 | 0.0805 | 0.3051 |

In this gray model, Fourier's law is good to better than 1% at 10 µm for the relation between $q$ and $T$; with a spread of mean free paths it is not, as the next section shows. At 300 nm the flux per unit gradient of $T$ is less than a third of its bulk value.

## Silicon and the limits of the model

These parameters lie in the rough regime of silicon near room temperature, whose bulk conductivity is roughly 150 W/(m K). The value of $C$ is below silicon's total heat capacity because it stands for the phonons that carry most of the heat. The speed is an effective one, well below the speed of sound. The assumption that silicon breaks most strongly, among those sized here, is the single mean free path. As a trial, let the contributions to $k$ be spread evenly in $\ln\Lambda$ from 25 to 2500 nm, at the same total $k$, with one common speed and heating shared in proportion to heat capacity. The ratio $R$ then falls from 0.687 to 0.531, a change of −23% relative to the gray value. The common speed cancels from $R$, but $C$ and $v$ cannot both keep their gray values: at 1800 m/s this spectrum would need a heat capacity of 2.15 MJ/(m³ K), more than silicon has, while $C=1.0$ MJ/(m³ K) would need a speed of about 3900 m/s. The temperature in this estimate is the one fixed by energy conservation in scattering, which coincides with the energy temperature in the gray case. With the energy temperature instead, $R$ is 0.559. The spectrum is a rough choice and the result is sensitive to it: raising the upper end from 2500 nm to 25 µm lowers $R$ to 0.358. At $L=10$ µm the two spectra give 0.911 and 0.656, against the gray 0.9935. These values show the direction and rough range of the effect and are no prediction for silicon.

The other effects estimated here are smaller for this example:

- If 30% of the scattering conserves phonon momentum, with $k$, $C$ and $v$ held fixed, $R$ rises to 0.731, or by 6.4%.
- If heat first enters optical phonons with a rough relaxation time of 5 ps and heat capacity of 0.7 MJ/(m³ K), their temperature leads by $Q_0\tau_{\mathrm{opt}}/C_{\mathrm{opt}}=0.07$ K, or 2.9% of $T_0$.
- If $k$ varies roughly as the power −1.3 of absolute temperature, it changes by about 1.1% over the amplitude $T_0$.
- The thermal phonon wavelength is of the order of a nanometre. The estimate $hv/(k_BT)$ with $T=300$ K gives 0.29 nm, which is too short because $v$ is the reduced effective speed; the speed of sound, several times larger, gives about 1 nm. Either value is far below $L$, as the particle picture requires.

Two further conditions concern the form of the law. Near a boundary the integrals (8) and (9) start at the wall, and phonons emitted or reflected there add terms that (14) lacks; by (15), this matters within a few mean free paths. If heating favours some directions, the source in (5) depends on $\mu$, and (14) no longer holds with $\Theta=T+\tau Q/C$ alone. For an added source $\mu\,g(x)$ the repair is simple: writing $\phi=\psi+\gamma(x)$ with $\Lambda\gamma'=g$ gives (5) for $\psi$ with $\Theta-\gamma$ in place of $\Theta$. Since $\gamma$ is isotropic and carries no flux, (14) holds with $\Theta'-g/\Lambda$. Other angular dependences generally bring kernels of their own.

## Values computed for the example and the checks

```
Transport flux against E3 convolution, q/(C v) in K:
  x/Lambda = -0.5: direct -0.2463472, kernel -0.2463472
  x/Lambda =  0.7: direct -0.1592999, kernel -0.1592999
Kernel area: 1.000000; second moment/Lambda^2: 1.200000
Kernel share within one mean free path: 0.7418
Lambda*K at x/Lambda = 0.0: 0.7500
Lambda*K at x/Lambda = 0.5: 0.3324
Lambda*K at x/Lambda = 1.0: 0.1645
Lambda*K at x/Lambda = 2.0: 0.0452
Small-eta coefficient, Theta law: 0.5989
Small-eta coefficient, T law: 0.2663
T law at eta = 50: 0.03749; 6/(pi eta): 0.03820
Heat capacity C: 1.00 MJ/(m^3 K)
Phonon speed v: 1800 m/s
Mean free path: 250 nm; tau: 138.9 ps
Bulk conductivity k: 150.0 W/(m K)
Heating period: 1000 nm; base T: 300 K
Heating amplitude: 10.0 mW/um^3 = 1.00e+16 W/m^3
eta: 1.5708; a = arctan(eta)/eta: 0.6391
E3 kernel transform: 0.4388
Conductivity ratio for T law: 0.6866
Effective conductivity for T law: 103.0 W/(m K)
Fourier temperature amplitude: 1.689 K
Energy temperature amplitude T: 2.459 K
Heating shift tau Q/C: 1.389 K
Emission temperature amplitude Theta: 3.848 K
Flux amplitude: 1.5915 mW/um^2 = 1.592e+09 W/m^2
Convolution with Theta: 1.5915 mW/um^2
Convolution wrongly using T: 1.0171 mW/um^2
Period scan: E3 transform, T-law conductivity ratio
  L = 10000 nm: 0.9855, 0.9935
  L =  3000 nm: 0.8621, 0.9358
  L =  1000 nm: 0.4388, 0.6866
  L =   300 nm: 0.0805, 0.3051
Trial path spectrum: 25 to 2500 nm
Conductivity ratio with path spectrum: 0.5314
Relative change from gray ratio: -22.6 %
Trial momentum-conserving fraction: 0.30
Conductivity ratio with this fraction: 0.7307
Relative change from gray ratio: 6.4 %
Rough exponent of k(T): 1.3; k change: 1.07 %
Optical inputs: 5.0 ps, 0.70 MJ/(m^3 K)
Optical-phonon lag: 0.071 K; share of T amplitude: 2.9 %
Thermal phonon wavelength h v/(k_B T): 0.288 nm
```
